# Quadratic depth dependence of implant lateral variance from seven moments, part 1

(Sections cited here and not found follow in the second part.)

## The parabola and the moments that fix it

Let $x$ be the final depth of an implanted ion below the surface and $y$ its final displacement along one chosen lateral axis, measured from the point of entry. Angle brackets denote an average over the ions retained in the target. The retained ions have the normalized depth density $f(x)$, so that for any function $g$ of depth

$$
\langle g(x)\rangle=\int g(x)f(x)\,dx .
$$

The mean depth is $R=\langle x\rangle$ and the depth variance is $\sigma^2=\langle(x-R)^2\rangle$, with $\sigma>0$. It is convenient to measure depth from its mean in units of its standard deviation:

$$
t=\frac{x-R}{\sigma},\qquad \langle t\rangle=0,\qquad \langle t^2\rangle=1 .
$$

The skewness and kurtosis of the depth profile are

$$
\gamma=\langle t^3\rangle,\qquad \beta=\langle t^4\rangle .
$$

With this convention a Gaussian profile has $\gamma=0$ and $\beta=3$. The four numbers $R,\sigma,\gamma,\beta$ carry the same information as the first four moments of depth.

The lateral data are the mean lateral variance and two mixed moments,

$$
m_{02}=\langle y^2\rangle,\qquad
m_{12}=\langle(x-R)y^2\rangle,\qquad
m_{22}=\langle(x-R)^2y^2\rangle .
$$

Their units are $\mathrm{nm}^2$, $\mathrm{nm}^3$ and $\mathrm{nm}^4$ when lengths are in nm. Division by powers of $\sigma$ gives two quantities with the unit of a variance:

$$
M_1=\frac{m_{12}}{\sigma}=\langle t\,y^2\rangle,\qquad
M_2=\frac{m_{22}}{\sigma^2}=\langle t^2y^2\rangle .
$$

If the mixed moments are supplied about the surface instead of about $R$, expansion of the powers of $x-R$ converts them:

$$
m_{12}=\langle xy^2\rangle-Rm_{02},\qquad
m_{22}=\langle x^2y^2\rangle-2R\langle xy^2\rangle+R^2m_{02}.
$$

The quantity to be found is the lateral variance of those ions that stop at a given depth. Assume normal incidence on a laterally uniform amorphous target. Reflection of $y$ into $-y$ then leaves the joint distribution unchanged, and the conditional mean vanishes, $E[y|x]=0$. The conditional variance is therefore the conditional second moment:

$$
s(x)=E[y^2|x]-\bigl(E[y|x]\bigr)^2=E[y^2|x].
$$

Without this symmetry, as for a tilted beam, $E[y^2|x]$ also contains the square of a depth-dependent mean shift. The method below would still find a parabola for the second moment, but that parabola would no longer describe a variance alone.

Suppose first that the local variance is quadratic in depth,

$$
s=a_0+a_1t+a_2t^2 .
$$

The coefficient $a_0$ is the local variance at the mean depth, where $t=0$. It differs in general from $m_{02}$, which is an average over all depths. The coefficient $a_1$ is the slope at the mean depth per standard deviation of depth, and $2a_2$ is the second derivative in the same scaled variable.

The moments are related to $s$ by averaging in two stages, first over $y$ at fixed depth and then over depth. A function $g(x)$ is constant during the first stage, so

$$
\langle g(x)y^2\rangle
=\int f(x)g(x)E[y^2|x]\,dx
=\langle g(x)s(x)\rangle .
$$

This step makes no assumption about the shape of the lateral distribution. It needs finite averages, not Gaussian lateral profiles.

Three choices of $g$ give three equations. For $g=1$,

$$
m_{02}=a_0+a_1\langle t\rangle+a_2\langle t^2\rangle=a_0+a_2 .
$$

For $g=t$,

$$
M_1=a_0\langle t\rangle+a_1\langle t^2\rangle+a_2\langle t^3\rangle
=a_1+\gamma a_2 .
$$

For $g=t^2$,

$$
M_2=a_0\langle t^2\rangle+a_1\langle t^3\rangle+a_2\langle t^4\rangle
=a_0+\gamma a_1+\beta a_2 .
$$

The fourth depth moment enters because the quadratic term of $s$ is multiplied by the quadratic weight in $m_{22}$.

The first two equations give

$$
a_0=m_{02}-a_2,\qquad a_1=M_1-\gamma a_2 .
$$

Substitution in the third gives

$$
M_2=m_{02}-a_2+\gamma M_1-\gamma^2a_2+\beta a_2 .
$$

Collecting the terms in $a_2$,

$$
M_2-m_{02}-\gamma M_1=(\beta-1-\gamma^2)a_2 .
$$

Define $\Delta=\beta-1-\gamma^2$. If $\Delta\ne0$, the coefficients are

$$
\boxed{
a_2=\frac{M_2-m_{02}-\gamma M_1}{\Delta},\qquad
a_1=M_1-\gamma a_2,\qquad
a_0=m_{02}-a_2
}
$$

The denominator has a direct meaning. Let

$$
P_2(t)=t^2-\gamma t-1 .
$$

This polynomial is orthogonal to a constant and to $t$ under the depth profile:

$$
\langle P_2\rangle=1-0-1=0,\qquad
\langle tP_2\rangle=\gamma-\gamma-0=0 .
$$

In $\langle P_2^2\rangle$ one factor may therefore be replaced by $t^2$, since its other two terms average to zero against $P_2$:

$$
\langle P_2^2\rangle=\langle t^2P_2\rangle
=\beta-\gamma^2-1=\Delta .
$$

Hence $\Delta\ge0$. It vanishes only when $P_2(t)=0$ for every ion, apart from a set of zero probability. A quadratic equation has at most two real roots, so the profile then consists of two discrete depths; one depth is excluded by $\sigma>0$. Conversely, a quadratic that vanishes at both depths of such a profile can be added to $s$ without changing any of the three lateral data, so the parabola is not unique. A continuous depth profile has $\Delta>0$, but a small $\Delta$ magnifies errors in the numerator.

Inserting $a_0$ and $a_1$ into the parabola puts the result in a form that separates its parts:

$$
s=m_{02}+M_1t+a_2P_2(t).
$$

The first term is the mean, the second is the linear trend, and the third is the part of the curvature that neither can represent. If the lateral variance is the same at all depths, averaging gives $M_1=0$ and $M_2=m_{02}$, and the formula returns $a_1=a_2=0$. In particular, the ratio $M_2/m_{02}$ is then one, not three, even for Gaussian profiles. For a Gaussian depth profile with varying $s$, $\Delta=2$ and

$$
a_2=\frac{M_2-m_{02}}2,\qquad a_1=M_1,\qquad
a_0=\frac{3m_{02}-M_2}{2}.
$$

For a skewed profile, $M_1$ alone is not the slope at the mean depth. The term $-\gamma a_2$ removes the contribution that curvature makes to the first mixed moment.

For use in a process calculation, the same curve may be written in powers of actual depth, $s=c_0+c_1x+c_2x^2$. Substitution of $t=(x-R)/\sigma$ gives

$$
s=a_0+\frac{a_1}{\sigma}(x-R)
+\frac{a_2}{\sigma^2}(x^2-2Rx+R^2).
$$

Equal powers of $x$ then give

$$
c_2=\frac{a_2}{\sigma^2},\qquad
c_1=\frac{a_1}{\sigma}-2Rc_2,\qquad
c_0=a_0-\frac{a_1R}{\sigma}+c_2R^2 .
$$

The unit of $c_0$ is $\mathrm{nm}^2$, that of $c_1$ is nm, and $c_2$ has no unit.

The seven moments do not show that the true local variance is quadratic. Many functions $s(x)$ share the same values of $\langle s\rangle$, $\langle ts\rangle$ and $\langle t^2s\rangle$. The formula selects the parabola among them, and this choice has a definite meaning when $s$ is not quadratic. Let $p=a_0+a_1t+a_2t^2$ and consider the squared misfit weighted by the number of ions at each depth,

$$
J=\langle(s-p)^2\rangle ,
$$

with $\langle s^2\rangle$ finite. Its derivatives with respect to the three coefficients vanish when

$$
\langle s-p\rangle=0,\qquad
\langle t(s-p)\rangle=0,\qquad
\langle t^2(s-p)\rangle=0 .
$$

Since $\langle t^ns\rangle=\langle t^ny^2\rangle$, these are the three equations already solved. The stationary point is a minimum. If $h$ is any change of the parabola, itself at most quadratic, the orthogonality conditions remove the cross term and

$$
\langle(s-p-h)^2\rangle=\langle(s-p)^2\rangle+\langle h^2\rangle .
$$

The last term is positive for every nonzero $h$ when $\Delta>0$. The formula is thus exact for a quadratic $s$, and otherwise gives the dose-weighted least-squares parabola. Depths where few ions stop have little weight, so the fit may be poor in the tails while all three lateral moments are reproduced.

The same parabola results from a regression of the individual values $y^2$ on $1$, $t$ and $t^2$, provided $\langle y^4\rangle$ is finite. At fixed depth, $y^2-s$ has zero mean, so its product with the depth function $s-p$ averages to zero:

$$
\langle(y^2-p)^2\rangle
=\langle(y^2-s)^2\rangle+\langle(s-p)^2\rangle .
$$

The first term on the right does not depend on the coefficients. Scatter of individual ions raises the statistical error, but it does not change the parabola being sought.

A variance cannot be negative, whereas a parabola can be. If $a_2>0$, completing the square gives

$$
s=a_2\left(t+\frac{a_1}{2a_2}\right)^2
+a_0-\frac{a_1^2}{4a_2},
$$

and the curve is nonnegative at all real $t$ when $4a_0a_2\ge a_1^2$. If $a_2=0$, nonnegativity on the whole line requires $a_1=0$ and $a_0\ge0$. If $a_2<0$, the curve becomes negative far from its maximum in both directions. These cases combine into

$$
a_0\ge0,\qquad a_2\ge0,\qquad 4a_0a_2\ge a_1^2 .
$$

An implant occupies a finite range of depth in practice, and the requirement on that range is weaker. For $a_2\le0$ it is enough that the two ends are nonnegative. For $a_2>0$ the minimum at $t=-a_1/(2a_2)$ must also be checked if it lies inside the range.

Consistent input moments do not guarantee a positive result. Take a Gaussian depth profile and the positive local variance $s=s_0e^{-kt}$, with $s_0>0$ and $k>0$. Completing the square in the Gaussian integral gives

$$
\langle e^{-kt}\rangle=e^{k^2/2}.
$$

Each derivative with respect to $k$ brings down a factor $-t$, so

$$
\langle te^{-kt}\rangle=-ke^{k^2/2},\qquad
\langle t^2e^{-kt}\rangle=(1+k^2)e^{k^2/2}.
$$

With $\gamma=0$ and $\Delta=2$, the fitted coefficients are

$$
a_2=\frac{k^2}{2}s_0e^{k^2/2},\qquad
a_1=-ks_0e^{k^2/2},\qquad
a_0=\left(1-\frac{k^2}{2}\right)s_0e^{k^2/2}.
$$

The minimum lies at $t=-a_1/(2a_2)=1/k$, where

$$
p_{\min}=a_0-\frac{a_1^2}{4a_2}
=\frac{1-k^2}{2}\,s_0e^{k^2/2}.
$$

It is negative for $k>1$. For $k=1.5$ it equals $-1.93s_0$ at $t=0.67$, well inside the profile, although the true variance there is $0.37s_0$. A variation this steep needs another functional form. Setting the negative part of the parabola to zero would restore a permissible variance, but it would change the three lateral moments that the curve was built to reproduce.

## A boron implant, diffusion and the limits of the fit

The symbols are those of the first half: $t=(x-R)/\sigma$ is scaled depth, $\gamma$ and $\beta$ are the depth skewness and kurtosis, and $m_{02}$, $m_{12}$, $m_{22}$ are the lateral data, with $M_1=m_{12}/\sigma$ and $M_2=m_{22}/\sigma^2$. The results needed are

$$
s=a_0+a_1t+a_2t^2=m_{02}+M_1t+a_2P_2(t),\qquad
P_2=t^2-\gamma t-1,
$$

$$
a_2=\frac{M_2-m_{02}-\gamma M_1}{\Delta},\quad
a_1=M_1-\gamma a_2,\quad a_0=m_{02}-a_2,
$$

with $\Delta=\beta-1-\gamma^2=\langle P_2^2\rangle$.

The example is boron implanted at 30 keV and normal incidence into amorphous silicon. The moments come from a binary-collision simulation: an ion flies a fixed distance, loses energy to electrons, and is then deflected by one target atom at a random impact parameter. The deflection follows from the universal screened potential, and the electronic loss from the Lindhard–Scharff formula. The atomic density is $50\ \mathrm{nm^{-3}}$, and an ion is stopped when its energy falls below 20 eV. Of 16000 ions, 15756 are retained and 1.52% leave through the surface. Lateral averages use both equivalent lateral axes. The results are those of this model, not measurements. Halving the flight distance, with the largest impact parameter widened to keep the atomic density, changes $R$ by about 1 nm or less and $m_{02}$ by a few percent at most, with no resolved sign, and makes the curvature coefficient $a_2$ found below more negative by some 10 to $40\ \mathrm{nm^2}$. These shifts are comparable with the sampling scatter of such a comparison, so digits beyond this level are not established.

The depth moments are $R=132.84$ nm, $\sigma=50.58$ nm, $\gamma=-0.2111$ and $\beta=2.5763$. The lateral data are $m_{02}=3232.32\ \mathrm{nm^2}$, $M_1=-367.40\ \mathrm{nm^2}$ and $M_2=3022.00\ \mathrm{nm^2}$. More digits are kept here than the model deserves, so that the subtraction can be followed. The denominator is

$$
\Delta=2.5763-1-(-0.2111)^2=1.5317,
$$

and the coefficients in $\mathrm{nm^2}$ are

$$
a_2=\frac{3022.00-3232.32-(-0.2111)(-367.40)}{1.5317}
=\frac{-287.88}{1.5317}=-187.95,
$$

$$
a_1=-367.40-(-0.2111)(-187.95)=-407.08,
$$

$$
a_0=3232.32+187.95=3420.27 .
$$

The sampling standard errors of $a_0,a_1,a_2$ are 28, 24 and 17 $\mathrm{nm^2}$. Both the downward slope and the downward curvature are therefore resolved. A direct regression of $y^2$ on $1,x,x^2$ over the 15756 ions gives the same parabola to numerical rounding, as the least-squares argument requires.

At depths of 57, 133 and 209 nm, which are $t=-1.5,0,1.5$, the local variances are 3608, 3420 and 2387 $\mathrm{nm^2}$. The corresponding standard deviations are 60, 58 and 49 nm, against 57 nm from the mean variance.

The effect on a mask edge shows what this means in a device. Let ions enter uniformly for $y<0$ and be blocked for $y>0$. If the lateral distribution at each depth is Gaussian, summing the contributions of all entry points gives the concentration relative to that far inside the window:

$$
\frac{C(x,y)}{C(x,-\infty)}
=\int_y^\infty\frac{e^{-u^2/2s(x)}}{\sqrt{2\pi s(x)}}\,du
=\frac12\operatorname{erfc}\!\left(\frac{y}{\sqrt{2s(x)}}\right).
$$

The depth and lateral moments fix a parabola for the local lateral variance, and in the boron example it falls from 3608 $\mathrm{nm^2}$ at 57 nm to 2387 $\mathrm{nm^2}$ at 209 nm. What remains is to apply this to the mask edge, test the fit and its sensitivity to the input, and examine the effects of diffusion, stronger stopping, channelling and tilt.
